# Localization length of a dimerized chain and its dependence on orbital positions

When a localization length is computed from a tight-binding Hamiltonian, a position must be assigned to every orbital. One may use the cell index for all orbitals of a cell, or the actual orbital centres. The band energies are the same in both cases, but the localization length is not. For the half-filled chain with alternating hoppings (the SSH chain), the first choice gives

$$\lambda^2=\frac{w^2}{8(v^2-w^2)},\qquad v>w>0, \tag{1}$$

in units of the lattice constant squared, $a^2$. Here $v$ is the hopping inside a cell and $w$ the hopping between cells. Separating the two orbitals by $\tau$ lattice constants adds $\tau^2/4$. In the example below this raises $\lambda^2$ by 38%, so the choice has to be made before the number is used.

## Model and definition

Cell $j$ holds one orbital $A$ and one orbital $B$. The Hamiltonian for one spin species is

$$H=-\sum_j\left(v\,|A_j\rangle\langle B_j|+w\,|A_{j+1}\rangle\langle B_j|+\text{h.c.}\right).$$

The electrons are independent, the temperature is zero, and the lower band is full, which means one electron per cell and spin. The position operator is diagonal in the orbitals. At first both orbitals of cell $j$ sit at $x=j$, with lengths in units of $a$.

The squared localization length is the variance of the total electron position $X$ divided by the number of electrons, in the limit of a long chain with end contributions removed. It measures how far the electrons fluctuate in the ground state. With two independent spin species both the variance and the electron number double, so $\lambda^2$ is unchanged.

## From the variance to the Bloch projector

Let $P$ project on the occupied one-electron states and let $Q=1-P$. Acting on a Slater determinant, $X$ returns its mean value times the determinant, plus determinants in which one electron has moved from an occupied state $m$ to an empty state $n$, with amplitude $\langle n|X|m\rangle$. These are mutually orthogonal, so the variance is the sum of their squared amplitudes:

$$\operatorname{Var}X=\sum_{m\,\text{occ}}\ \sum_{n\,\text{empty}}|\langle n|X|m\rangle|^2=\operatorname{Tr}(PXQX). \tag{2}$$

On the right, $X$ denotes the one-electron position matrix.

Inserting $P+Q=1$ into the commutator gives $[X,P]=QXP-PXQ$, because the two terms $PXP$ cancel. Squaring, and using $PQ=0$, leaves $[X,P]^2=-(QXPXQ+PXQXP)$. Both terms have the trace $\operatorname{Tr}(PXQX)$, hence

$$\operatorname{Var}X=-\tfrac12\operatorname{Tr}[X,P]^2=\tfrac12\sum_{i,l}(x_i-x_l)^2|P_{il}|^2. \tag{3}$$

Equation (3) contains position differences and no absolute positions. In a gapped chain $P_{il}$ decays exponentially with distance, so the sum has a well-defined value per cell in the bulk.

There the projector is

$$P_{j\alpha,j'\beta}=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,e^{ik(j-j')}P_{\alpha\beta}(k).$$

The commutator multiplies this element by $j-j'$. Since $(j-j')e^{ik(j-j')}=-i\partial_k e^{ik(j-j')}$, an integration by parts moves the derivative onto $P(k)$ and reverses the sign. The boundary term vanishes because the integrand is periodic in $k$. Thus $[X,P]$ is represented by $i\partial_kP(k)$. With one electron per cell, (3) becomes

$$\lambda^2=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,g(k),\qquad g(k)=\tfrac12\operatorname{tr}\left[(\partial_kP)^2\right]. \tag{4}$$

## Solving the two-band problem

With Bloch sums carrying the factor $e^{ikj}$ on both orbitals, the off-diagonal element of $H(k)$ is $H_{AB}=-(v+we^{-ik})$. Define

$$v+we^{ik}=|h(k)|\,e^{i\varphi(k)},$$

so that $H_{AB}=-|h|e^{-i\varphi}$. The energies are $\pm|h|$. For the lower band the eigenvalue equation gives $u_A=e^{-i\varphi}u_B$, and therefore

$$u=\frac1{\sqrt2}\begin{pmatrix}1\\e^{i\varphi}\end{pmatrix},\qquad
P=\frac12\begin{pmatrix}1&e^{-i\varphi}\\e^{i\varphi}&1\end{pmatrix}. \tag{5}$$

The diagonal elements of $\partial_kP$ vanish. The off-diagonal ones are $-\tfrac i2\varphi'e^{-i\varphi}$ and $+\tfrac i2\varphi'e^{i\varphi}$, whose product is $\varphi'^2/4$. This product appears twice in the trace, and the factor $\tfrac12$ in (4) then gives

$$g=\frac{\varphi'^2}{4}. \tag{6}$$

To find $\varphi'$, differentiate $\ln(v+we^{ik})=\ln|h|+i\varphi$ and take the imaginary part:

$$\varphi'=\operatorname{Im}\frac{iwe^{ik}}{v+we^{ik}}=\operatorname{Re}\frac{we^{ik}}{v+we^{ik}}
=\frac{w(w+v\cos k)}{v^2+w^2+2vw\cos k}. \tag{7}$$

At $k=0$ this is $w/(v+w)$. At $k=\pi$, where the gap $E_g=2(v-w)$ lies, it is $-w/(v-w)$, which is large when the gap is small.

Set $r=w/v<1$. The geometric series $z/(1+z)=-\sum_{n\ge1}(-z)^n$ with $z=re^{ik}$ converges, and its real part is

$$\varphi'=-\sum_{n=1}^{\infty}(-r)^n\cos nk. \tag{8}$$

There is no constant term, so the mean of $\varphi'$ over the zone is zero. The mean of $\cos nk\cos mk$ is $\tfrac12$ for $n=m\ge1$ and zero for $n\ne m$. Writing zone averages with a bar,

$$\overline{\varphi'^2}=\frac12\sum_{n=1}^{\infty}r^{2n}=\frac{r^2}{2(1-r^2)}. \tag{9}$$

A quarter of this, with $r^2=w^2/v^2$, is equation (1).

## Two limits

For $w\ll v$ the formula gives $\lambda^2\approx w^2/(8v^2)$, which perturbation theory confirms. At $w=0$ each electron occupies the bonding state of its own cell. The hopping $w$ couples this state to the antibonding state of either neighbouring cell. The matrix element has magnitude $w/2$, since each state has weight amplitude $1/\sqrt2$ on the orbital involved. The energy difference is $2v$, so the admixed amplitude has magnitude $w/(4v)$. Two neighbours at distance 1 contribute $2\,(w/4v)^2=w^2/(8v^2)$ to the variance.

Near gap closure, factor $v^2-w^2=(v-w)(v+w)$ and insert $E_g$:

$$\lambda^2=\frac{w^2}{4E_g(v+w)}\;\longrightarrow\;\frac{w}{8E_g}\qquad(v\to w). \tag{10}$$

The localization length $\lambda$ itself therefore grows as $E_g^{-1/2}$. At $v=w$ the chain is metallic, the series sum in (9) diverges, and $\lambda^2$ has no finite value.

## Separated orbitals and the opposite dimerization

Now place $B$ at $x=j+\tau$. The position operator gains $D=\mathrm{diag}(0,\tau)$ in every cell, and the commutator becomes $i\partial_kP+[D,P]$. From (5), the $AB$ element of $i\partial_kP$ is $\varphi'P_{AB}$ and the $BA$ element is $-\varphi'P_{BA}$. The corresponding elements of $[D,P]$ are $-\tau P_{AB}$ and $+\tau P_{BA}$. The sums are $(\varphi'-\tau)P_{AB}$ and $-(\varphi'-\tau)P_{BA}$, so $\varphi'$ is replaced by $\varphi'-\tau$:

$$\lambda^2(\tau)=\tfrac14\,\overline{(\varphi'-\tau)^2}
=\tfrac14\left(\overline{\varphi'^2}-2\tau\,\overline{\varphi'}+\tau^2\right). \tag{11}$$

For $v>w$ the middle term vanishes, and

$$\lambda^2(\tau)=\frac{w^2}{8(v^2-w^2)}+\frac{\tau^2}{4}. \tag{12}$$

The added term is the variance of one electron shared equally between two points a distance $\tau$ apart. With coincident positions, motion inside the strong bond does not change $X$ and is not counted.

For $w>v$ the expansion must be made in $s=v/w$. Dividing numerator and denominator of $we^{ik}/(v+we^{ik})$ in (7) by $we^{ik}$ gives

$$\varphi'=\operatorname{Re}\frac1{1+se^{-ik}}=1+\sum_{n=1}^{\infty}(-s)^n\cos nk.$$

The mean is now 1, and (11) yields

$$\lambda^2(\tau)=\frac{(1-\tau)^2}{4}+\frac{v^2}{8(w^2-v^2)}\qquad(w>v). \tag{13}$$

The strong bond now joins $B$ of one cell to $A$ of the next, a distance $1-\tau$ away. For $v=1$, $w=2$ in any common energy unit and $\tau=0$, this is $1/4+1/24=0.29167\,a^2$. For $\tau=0.3$ it is $0.1225+0.04167=0.16417\,a^2$. Extrapolated ring calculations give the same values to the digits shown. Merely exchanging $v$ and $w$ in (1) would miss the first term of (13).

## Three ways to compute it

**Open chain.** Diagonalize $H$ for two lengths, evaluate (2) for each, and divide the difference in variance by the difference in the number of cells. This removes the constant contribution of the ends. At half filling the method needs $v>w$. For $w>v$ a zero-energy state obeys $vA_j+wA_{j+1}=0$ for its amplitudes on the $A$ orbitals, so it decays inward from the left end as $(-v/w)^j$; its mirror image sits at the right end. In a finite chain the two mix into even and odd combinations, of which half filling occupies one. The position matrix element between them is about half the chain length, so (2) acquires a term growing as the length squared that has nothing to do with the bulk.

**Ring.** On a ring of $N$ cells $X$ is not a periodic operator, but $e^{2\pi iX/N}$ is. For one spin species let $z$ be its ground-state expectation value, and use

$$\lambda_N^2=-\frac{N}{4\pi^2}\ln|z|^2. \tag{14}$$

The operator shifts each Bloch state by $\delta=2\pi/N$. Thus $|z|$ is the product over $k$ of the overlaps

$$\left|\tfrac12\left(1+e^{i(\delta\tau-\Delta\varphi)}\right)\right|=\left|\cos\frac{\Delta\varphi-\delta\tau}{2}\right|,\qquad \Delta\varphi=\varphi(k+\delta)-\varphi(k).$$

For small $\delta$, $-\ln\cos^2(y/2)=y^2/4+O(y^4)$ with $y\approx\delta(\varphi'-\tau)$. Summing over $N$ points gives $N\delta^2\,\overline{(\varphi'-\tau)^2}/4$, and the prefactor in (14) turns this into (11), since $N^2\delta^2=4\pi^2$. If $\varphi'$ is taken at the midpoint of each interval, the corrections to $y$ and to the logarithm are both of relative order $\delta^2$, so the error falls as $1/N^2$. The modulus of $z$ gives the localization length. Its phase gives the electronic polarization modulo the polarization quantum, once the contribution $\pi(N-1)$ from the sum of the cell positions has been subtracted.

**Wannier function.** Let $|W\rangle$ be an occupied-space eigenstate of $PXP$ with eigenvalue $\bar x$. Then $\langle W|XPX|W\rangle=\bar x^2$. Inserting $P+Q=1$ in $\langle W|X^2|W\rangle$ shows that its variance is $\langle W|XQX|W\rangle$. In the bulk there is one such state per cell, all equivalent by translation, and their sum is (2). Each therefore has variance $\lambda^2$.

## Worked example

Take $v=2.85$ eV, $w=2.15$ eV and $a=0.245$ nm, rough values in the regime of trans-polyacetylene. The gap is $2(2.85-2.15)=1.40$ eV and $r=0.754$. The phase slope is $0.43$ at $k=0$ and $-3.07$ at $k=\pi$, so the integrand in (4) is about 51 times larger at the zone boundary than at the centre. Equation (1) gives

$$\lambda^2=\frac{2.15^2}{8(2.85^2-2.15^2)}=\frac{4.6225}{8\times3.5000}=0.1651\,a^2.$$

Multiplication by $a^2$ gives $\lambda^2=0.00991$ nm$^2$, or $\lambda=0.0995$ nm. The small-gap form $w/(8E_g)$ would give $0.192\,a^2$, which is 16% above the full formula.

The open-chain difference between 90 and 60 cells and the variance of a central Wannier function both give $0.165089\,a^2$, equal to the formula at the printed precision. Rings of 200 and 400 cells give $0.165011\,a^2$ and $0.165070\,a^2$. Doubling the ring reduces the error by a factor of 3.998, in agreement with the $1/N^2$ law.

## What the number means for a real chain

Like the model, trans-polyacetylene has two carbon sites per repeat unit and alternating bonds, but its sites do not coincide along the chain. With $\tau=0.5$, a rounded value, (12) gives $0.1651+0.0625=0.2276\,a^2$, hence $\lambda=0.117$ nm. Equation (1) should therefore not be used for that geometry. It applies when the two orbitals project onto the same point of the chain axis.

The other estimates below keep the coincident positions and change one thing at a time:

- **Orbital width.** A carbon 2p orbital perpendicular to the chain, with Slater exponent 1.625 per Bohr radius, has a variance of 0.00159 nm$^2$ along the chain. If the matrix elements of the position and of its square between different sites are neglected, this adds to $\lambda^2$ and amounts to 16% of the value from (1). Neighbouring 2p orbitals overlap appreciably, so the neglected elements are not small. With symmetrically orthogonalized orbitals at a zigzag geometry (overlaps of about 0.26 and 0.23), the addition over the point-orbital value falls to about 0.0007 nm$^2$, or 7% of the value from (1). The 16% is therefore uncertain by about a factor of two.
- **Repulsion.** In an open chain of five cells, a rough on-site repulsion of 6 eV at fixed hoppings lowers the variance per electron from $0.0846\,a^2$ to $0.0458\,a^2$, a change of $-46\%$. Even without repulsion this short chain has about half the bulk value, so the percentage is not a bulk correction. The reduction grows with length, from 40% for three cells to 48% for six, and the variance added per electron between five and six cells falls from $0.148\,a^2$ to $0.070\,a^2$, by 53%. Hoppings fitted to a gap may also already contain part of the repulsion.
- **Bond motion.** A rough stretch quantum of 0.18 eV gives a zero-point bond-length spread of 0.0042 nm. With a rough coupling of 40 eV/nm, the hopping spread is 0.17 eV. Treated as independent static disorder on rings of 60 cells, it raises the mean $\lambda^2$ by a few percent: 200 random samples give 3.1%, with a standard error of 0.5 percentage points, and a better-converged average lies near 2%. Neighbouring bonds share an atom, so their length changes are correlated. Deriving the bond changes from independent atom displacements, at the same bond spread, raises the figure to about 4.5%, so the estimate shows only the order of magnitude.
- **Temperature.** At 300 K, with the chemical potential at midgap, the occupation at the bottom of the upper band is about $2\times10^{-12}$, so in the rigid-chain model thermal carriers are negligible unless the chain approaches millions of cells. The real polymer also supports solitons, which cost about $(2/\pi)(E_g/2)\approx0.45$ eV each (Boltzmann factor about $3\times10^{-8}$) and lie outside this model. In the strict limit of an infinite chain they would not be, because a free carrier spreads over the whole chain and its contribution grows with the length.

Orbital separation and repulsion are the largest of these effects and act in opposite directions, but their percentages cannot be added: in short chains with repulsion the term contributed by the separation $\tau=0.5$ shrinks from $0.0625\,a^2$ to about $0.02\,a^2$, and the five-cell variance then falls by 53% instead of 46%. Long-range repulsion and coupling between chains are also left out. For the polymer, the example supports a localization length of order 0.1 nm and no finer statement. The further digits belong to the model and serve to check an implementation against the numerical output.

## Computed values

```
intracell hopping v = 2.85 eV
intercell hopping w = 2.15 eV
lattice constant a = 0.245 nm
hopping ratio w/v = 0.7544
band gap = 1.400 eV
phase slope at k=0: 0.4300 (a)
phase slope at k=pi: -3.0714 (a)
mean squared phase slope = 0.66036 a^2
lambda^2, formula = 0.165089 a^2
lambda^2, open chains = 0.165089 a^2
lambda^2, ring of 200 cells = 0.165011 a^2
lambda^2, ring of 400 cells = 0.165070 a^2
ring error ratio, 200 to 400 cells = 3.998
Wannier variance = 0.165089 a^2
lambda = 0.4063 a
lambda^2 = 0.009909 nm^2
lambda = 0.0995 nm
orbital separation for comparison = 0.50 a
lambda^2 with separated orbitals = 0.227589 a^2
lambda^2 with separated orbitals = 0.013661 nm^2
lambda with separated orbitals = 0.1169 nm
increase of lambda^2 by separation = 37.9 %
reversed chain v=1, w=2, tau=0: 0.29167 a^2
reversed chain v=1, w=2, tau=0.3: 0.16417 a^2
carbon 2p Slater exponent = 1.625 per Bohr radius
carbon 2p variance along chain = 0.001591 nm^2
2p variance / lambda^2 = 16.1 %
rough on-site repulsion U = 6.0 eV
five open cells, U=0: variance/electron = 0.08458 a^2
five open cells, with U: variance/electron = 0.04578 a^2
change due to U = -45.9 %
rough bond-stretch quantum = 0.18 eV
rough hopping-bond coupling = 40 eV/nm
zero-point bond-length rms = 0.00423 nm
zero-point hopping rms = 0.169 eV
disorder: mean change of lambda^2 = 3.1 %
disorder: standard error of change = 0.5 %
temperature = 300 K
thermal energy = 0.02585 eV
thermal occupation at upper band edge = 1.74e-12
```
